# Logarithmic Free-Molecular Transmission Through a Wide Slot: verification in Python

```python
# Result under test: free-molecular transmission W through a slot between two
# infinitely broad, diffusely reflecting plates (gap w, length L, l = L/w) obeys
#   R - l + A^2/(l(A+2)) <= W <= R - l + (l A + (2/3)(1 + l^3 - R^3))/l^2,
# with R = sqrt(l^2+1), A = asinh(l).  Hence W ~ (w/L) ln(L/w), and the apparent
# diffusivity D = vbar L W / 4 grows without limit (vbar = mean thermal speed).
# Lengths are in units of the gap w unless a name carries another unit.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_toeplitz


def kernel(s):
    """Probability density of the axial hop s from one plate to the other."""
    return 0.5 / (s * s + 1.0) ** 1.5


def lower_bound(l):
    A = np.arcsinh(l)
    return 1.0 / (np.sqrt(l * l + 1) + l) + A * A / (l * (A + 2))


def upper_bound(l):
    R, A = np.sqrt(l * l + 1), np.arcsinh(l)
    # l^3 - R^3 written without cancellation
    cubes = -(R * R + R * l + l * l) / (R + l)
    return 1.0 / (R + l) + (l * A + 2 * (1 + cubes) / 3) / l ** 2


def mean_square_hop(c):
    """Mean square axial hop counting only hops shorter than c."""
    return np.arcsinh(c) - c / np.sqrt(c * c + 1)


def exchange_function(s, diffuse, cutoff):
    """Function whose second derivative is twice the hop density.

    diffuse: share of wall hits that reflect diffusely (the rest specularly);
    m counts the straight unfolded crossings before a diffuse hit.
    cutoff: flights longer than this are suppressed (None = all allowed).
    """
    total = np.zeros_like(s)
    for m in range(1, 2 if diffuse == 1 else 60):
        weight = diffuse * (1 - diffuse) ** (m - 1)
        total += weight * m * m / (np.sqrt(s * s + m * m) + s)
    if cutoff is not None:
        root = np.sqrt(cutoff ** 2 + 1)
        value, slope = 1 / (root + cutoff), cutoff / root - 1
        total = np.where(s < cutoff, total - value - slope * (s - cutoff), 0.0)
    return total


def network(l, cell, diffuse, stick, cutoff):
    """Transmission of the exchange network of wall strips of width cell."""
    count = int(round(l / cell))
    g = exchange_function(cell * np.arange(count + 1), diffuse, cutoff)
    column = np.empty(count)
    column[0] = g[0] - g[1] + cell * stick / (1 - stick)
    column[1:] = -0.5 * (g[2:] - 2 * g[1:-1] + g[:-2])
    to_entrance = 0.5 * (g[:-1] - g[1:])
    emission = solve_toeplitz(column, to_entrance)
    return diffuse * (g[-1] + 2 * to_entrance[::-1] @ emission)


def transmission(l, diffuse=1.0, stick=0.0, cutoff=None, cell=0.5):
    """Network result with the leading cell-size error (cell^2) removed."""
    coarse = network(l, cell, diffuse, stick, cutoff)
    fine = network(l, cell / 2, diffuse, stick, cutoff)
    return (4 * fine - coarse) / 3


def trace_particles(l, number, rng, diffuse=1.0, stick=0.0):
    """Transmission from three-dimensional test-particle flights."""
    u = 1 - rng.random(number)
    angle = 2 * np.pi * rng.random(number)
    across = np.sqrt(1 - u) * np.abs(np.cos(angle)) + 1e-300
    hop = np.sqrt(u) / across
    x = rng.random(number) * hop
    passed = 0
    while x.size:
        passed += np.count_nonzero(x > l)
        inside = (x >= 0) & (x <= l)
        x, hop = x[inside], hop[inside]
        kept = rng.random(x.size) >= stick
        x, hop = x[kept], hop[kept]
        u = 1 - rng.random(x.size)
        angle = 2 * np.pi * rng.random(x.size)
        new_hop = np.sqrt((1 - u) / u) * np.cos(angle)
        hop = np.where(rng.random(x.size) < diffuse, new_hop, hop)
        x = x + hop
    return passed / number


# --- Kernel from the three-dimensional diffuse exchange law
for s in (0.0, 0.7, 3.0):
    strip = quad(lambda z: 1 / (np.pi * (s * s + 1 + z * z) ** 2),
                 -np.inf, np.inf)[0]
    assert abs(strip / kernel(s) - 1) < 1e-7

# --- Both bounds and conservation of the trial flow, by quadrature
l_test = 8.0
nodes, weights = np.polynomial.legendre.leggauss(120)
x, wt = 0.5 * l_test * (nodes + 1), 0.5 * l_test * weights
see_in = np.array([quad(kernel, a, np.inf, epsabs=1e-12)[0] for a in x])
see_out = see_in[::-1]
direct = 1 - 2 * wt @ see_in
gap_x = x[None, :] - x[:, None]
pair = kernel(gap_x)
spread = wt @ (pair * gap_x ** 2) @ wt
trial = (direct + spread / l_test ** 2
         + 2 * wt @ (see_in * (x / l_test) ** 2)
         + 2 * wt @ (see_out * (1 - x / l_test) ** 2))
assert abs(trial / upper_bound(l_test) - 1) < 1e-6
flow_in = 0.5 / np.sqrt(x * x + 1)
flow_out = flow_in[::-1]
imbalance = (pair * gap_x) @ wt + flow_out - flow_in
assert np.max(np.abs(imbalance)) < 1e-8
cost = spread + 2 * wt @ (flow_in ** 2 / see_in + flow_out ** 2 / see_out)
carried = 2 * wt @ flow_in
assert abs((direct + carried ** 2 / cost) / lower_bound(l_test) - 1) < 1e-6

# --- Network against particle tracing (four standard deviations allowed)
rng = np.random.default_rng(12345)
particles = 400000
print("Particle tracing against network, L/w = 10")
for label, share, stick in (("diffuse", 1.0, 0.0),
                            ("30% specular", 0.7, 0.0),
                            ("5% sticking", 1.0, 0.05)):
    traced = trace_particles(10.0, particles, rng, share, stick)
    solved = transmission(10.0, share, stick)
    sigma = np.sqrt(solved * (1 - solved) / particles)
    assert abs(traced - solved) < 4 * sigma + 1e-4
    print(f"  {label}: traced {traced:.4f}, network {solved:.4f},"
          f" std. dev. {sigma:.4f}")

# --- Cell-size convergence
assert abs(transmission(100) / transmission(100, cell=0.25) - 1) < 5e-4

# --- Logarithmic law over a wide range of lengths
sizes = np.array([16, 64, 256, 1024, 4096])
W = np.array([transmission(l) for l in sizes])
print("L/w | W | lower bound | upper bound | (L/w)W | (L/w)W - ln(L/w)")
for l, value in zip(sizes, W):
    assert lower_bound(l) < value < upper_bound(l)
    print(f"  {l} | {value:.6f} | {lower_bound(l):.6f} | {upper_bound(l):.6f}"
          f" | {l * value:.4f} | {l * value - np.log(l):.4f}")
log_slope = np.diff(sizes * W) / np.diff(np.log(sizes))
assert abs(log_slope[-1] - 1) < 0.02
print(f"Slope of (L/w)W against ln(L/w), last pair: {log_slope[-1]:.4f}")
huge = 1e8
assert abs(huge * lower_bound(huge) - np.log(2 * huge) + 1.5) < 0.3
assert abs(huge * upper_bound(huge) - np.log(2 * huge) + 0.5) < 1e-3
# An end resistance does not restore a constant diffusivity
slope_D = np.diff(sizes) / np.diff(1 / W)
assert np.all(np.diff(slope_D) > 0.5)
print("4D/(vbar w) from slopes of 1/W: "
      + ", ".join(f"{d:.3f}" for d in slope_D))

# --- Cause: with long flights suppressed the growth stops
cut = 10.0
cut_short, cut_long = [l * transmission(l, cutoff=cut) for l in (512, 2048)]
assert abs(cut_long / mean_square_hop(cut) - 1) < 0.02
assert abs(cut_long / cut_short - 1) < 0.03
print(f"Flights over {cut:.0f} w suppressed: (L/w)W = {cut_short:.4f} at 512,"
      f" {cut_long:.4f} at 2048")
print(f"  mean square hop up to {cut:.0f} w: {mean_square_hop(cut):.4f} w^2")

# --- Worked example: SiH4 in a lateral gap open at both ends
gap_nm, temperature, pressure_torr = 50.0, 600.0, 0.2
molar_mass = 28.085 + 4 * 1.008          # g/mol
diameter_nm = 0.4                        # rough collision diameter
mass = molar_mass * 1e-3 / const.N_A
thermal = const.k * temperature
speed = np.sqrt(8 * thermal / (np.pi * mass))
pressure = pressure_torr * const.torr
incident = pressure / np.sqrt(2 * np.pi * mass * thermal) * 1e-4
print(f"SiH4: gap {gap_nm:.0f} nm, {temperature:.0f} K, {pressure_torr} Torr,"
      f" molar mass {molar_mass:.3f} g/mol")
print(f"Mean speed: {speed:.1f} m/s")
print(f"Incident flux: {incident:.3e} cm^-2 s^-1")
lengths_um = np.array([1.25, 2.5, 5.0, 10.0])
ratios = lengths_um * 1e3 / gap_nm
W_gap = np.array([transmission(l, cell=0.25) for l in ratios])
D_gap = speed * lengths_um * 1e-6 * W_gap / 4 * 1e4
assert np.all(np.diff(D_gap) > 0)
print("L (um) | L/w | W | exit flux (cm^-2 s^-1) | D_app (cm^2/s)")
for length, l, value, D in zip(lengths_um, ratios, W_gap, D_gap):
    print(f"  {length:.2f} | {l:.0f} | {value:.5f} | {value * incident:.3e}"
          f" | {D:.4f}")
print(f"Prefactor vbar w/4: {speed * gap_nm * 1e-9 / 4 * 1e4:.4f} cm^2/s")
W_constant_D = W_gap[0] * lengths_um[0] / lengths_um[-1]
print(f"W at 10 um from D_app of the 1.25 um gap: {W_constant_D:.5f}")
print(f"  error of that estimate: {100 * (W_constant_D / W_gap[-1] - 1):.1f} %")

# --- Size of the neglected effects for the 5 um gap
length_um, l, W_ref = lengths_um[2], ratios[2], W_gap[2]
specular_share, stick, breadth_um, flight_um = 0.1, 1e-5, 1000.0, 1.0
W_specular = transmission(l, diffuse=1 - specular_share, cell=0.25)
W_stick = transmission(l, stick=stick, cell=0.25)
W_wavy = transmission(l, cutoff=flight_um * 1e3 / gap_nm, cell=0.25)
assert W_specular > W_ref > W_stick and W_wavy < W_ref
free_path_um = thermal / (np.sqrt(2) * np.pi * (diameter_nm * 1e-9) ** 2
                          * pressure) * 1e6
print("Neglected effects, 5 um gap (change of W where given)")
print(f"  specular share {specular_share}: W = {W_specular:.5f},"
      f" {100 * (W_specular / W_ref - 1):+.1f} %")
print(f"  sticking {stick:.0e}: W = {W_stick:.5f},"
      f" {100 * (W_stick / W_ref - 1):+.2f} %")
print(f"  flights over {flight_um:.0f} um blocked: W = {W_wavy:.5f},"
      f" {100 * (W_wavy / W_ref - 1):+.1f} %")
print(f"  gas mean free path (diameter {diameter_nm} nm): {free_path_um:.0f} um")
print(f"  collision chance on a flight of length L:"
      f" {100 * (1 - np.exp(-length_um / free_path_um)):.2f} %")
print(f"  share of a {breadth_um:.0f} um breadth within L of its edges:"
      f" {100 * 2 * length_um / breadth_um:.1f} %")
print("ALL CHECKS PASSED")
```

Output:

```
Particle tracing against network, L/w = 10
  diffuse: traced 0.2403, network 0.2406, std. dev. 0.0007
  30% specular: traced 0.3260, network 0.3257, std. dev. 0.0007
  5% sticking: traced 0.1349, network 0.1351, std. dev. 0.0005
L/w | W | lower bound | upper bound | (L/w)W | (L/w)W - ln(L/w)
  16 | 0.178608 | 0.168620 | 0.187932 | 2.8577 | 0.0851
  64 | 0.066457 | 0.061497 | 0.068163 | 4.2532 | 0.0943
  256 | 0.022144 | 0.020406 | 0.022425 | 5.6690 | 0.1238
  1024 | 0.006911 | 0.006387 | 0.006958 | 7.0768 | 0.1454
  4096 | 0.002069 | 0.001922 | 0.002078 | 8.4762 | 0.1584
Slope of (L/w)W against ln(L/w), last pair: 1.0094
4D/(vbar w) from slopes of 1/W: 5.080, 6.376, 7.716, 9.074
Flights over 10 w suppressed: (L/w)W = 1.9935 at 512, 2.0008 at 2048
  mean square hop up to 10 w: 2.0032 w^2
SiH4: gap 50 nm, 600 K, 0.2 Torr, molar mass 32.117 g/mol
Mean speed: 628.9 m/s
Incident flux: 5.061e+19 cm^-2 s^-1
L (um) | L/w | W | exit flux (cm^-2 s^-1) | D_app (cm^2/s)
  1.25 | 25 | 0.13201 | 6.681e+18 | 0.2595
  2.50 | 50 | 0.08003 | 4.050e+18 | 0.3146
  5.00 | 100 | 0.04709 | 2.383e+18 | 0.3702
  10.00 | 200 | 0.02709 | 1.371e+18 | 0.4259
Prefactor vbar w/4: 0.0786 cm^2/s
W at 10 um from D_app of the 1.25 um gap: 0.01650
  error of that estimate: -39.1 %
Neglected effects, 5 um gap (change of W where given)
  specular share 0.1: W = 0.05427, +15.2 %
  sticking 1e-05: W = 0.04674, -0.75 %
  flights over 1 um blocked: W = 0.02594, -44.9 %
  gas mean free path (diameter 0.4 nm): 437 um
  collision chance on a flight of length L: 1.14 %
  share of a 1000 um breadth within L of its edges: 1.0 %
ALL CHECKS PASSED
```
